A combination rule for mixed C6 coefficients and their geometric-mean bound

**A. What fails when the mixed coefficient is guessed**

A simulation with several atomic species needs a dispersion coefficient for each unlike pair, while the data at hand may cover like pairs alone. The simplest guess for the missing value is the geometric mean of the two like-pair coefficients. That guess cannot be too small, as section D proves. Its errors therefore share one sign: each unlike pair is given either the right attraction or too much of it, and the excess accumulates in a sum over pairs. For the two model atoms of section G the excess is about 8 percent of the full coefficient. That figure belongs to the model. For atoms that respond at very different frequencies the excess can be much larger: time-dependent Hartree–Fock polarizabilities put it near 40 percent for He–Be.

The static polarizabilities supply the missing information in an approximate way. With them the mixed coefficient is estimated by

C_AB ≈ 2 C_A C_B / [(α_B/α_A) C_A + (α_A/α_B) C_B].   (1)

Here C_A and C_B are the coefficients of the pairs A–A and B–B, and α_A and α_B are the static dipole polarizabilities. Equation (1) holds as an equality when each atom responds at a single frequency. For atoms with several frequencies it is in general an approximation, and it can err in either direction.

**B. The coefficient as a sum over excitations**

Atomic units are used: energies and frequencies in hartree (ħ = 1), lengths in bohr, polarizabilities in bohr³, and C6 coefficients in hartree bohr⁶. Both atoms are neutral, with nondegenerate, spherically symmetric ground states. Their distance R is large enough for overlap to be negligible, yet small enough for the interaction to be treated as instantaneous. The leading dispersion energy is written −C_AB/R⁶, so a positive coefficient means attraction.

With the z axis along the line joining the atoms, the interaction of their dipole operators d_A and d_B is

V = (d_Ax d_Bx + d_Ay d_By − 2 d_Az d_Bz)/R³.

Let g = (1, 1, −2) denote the three numerical factors. A spherical ground state has no mean dipole, so the first-order energy vanishes. For the same reason, V does not connect the ground state to states in which one atom alone is excited. In second order both atoms are excited, A to a level of excitation energy w_k and B to one of energy v_l:

E₂ = −(1/R⁶) Σ_kl Σ_mn |Σ_i g_i ⟨m|d_Ai|0⟩⟨n|d_Bi|0⟩|² / (w_k + v_l).

The states m belong to level k of A, and the states n to level l of B. Sums over levels include integrals over the continuum. Spherical symmetry gives

Σ_m ⟨0|d_Ai|m⟩⟨m|d_Aj|0⟩ = μ_k² δ_ij,

and likewise ν_l² δ_ij for B. When the square is expanded, the products with i ≠ j therefore vanish. The others carry the factor Σ_i g_i² = 1 + 1 + 4 = 6. Since E₂ = −C_AB/R⁶,

C_AB = 6 Σ_kl μ_k² ν_l² / (w_k + v_l).   (2)

The strengths μ_k² also determine the polarizability. In a static field F along z the perturbation is −F d_z, and the second-order energy is −F² Σ_k μ_k²/w_k. This must equal −α_A F²/2, so

α_A = Σ_k a_k,  a_k = 2μ_k²/w_k.

For B, similarly, α_B = Σ_l b_l with b_l = 2ν_l²/v_l. Inserting μ_k² = a_k w_k/2 and ν_l² = b_l v_l/2 in equation (2) gives the factor 6/4 = 3/2:

C_AB = (3/2) Σ_kl a_k b_l w_k v_l / (w_k + v_l).   (3)

**C. The coefficient as an integral**

The bound needs C_AB as the integral of a product, one factor for each atom. The factors are polarizabilities at imaginary frequency.

Let the field be F cos ωt. To first order, the amplitude c of an excited state with real dipole matrix element μ obeys

i dc/dt = w c − F μ cos ωt.

Insert c = P cos ωt + iQ sin ωt. The sine terms give Q = −Pω/w. The cosine terms give −Qω = wP − Fμ, and hence P = Fμ w/(w² − ω²). The induced dipole is 2μ Re c = 2μ²w F cos ωt/(w² − ω²). Dividing by F cos ωt, summing over levels and setting ω = iu gives

α_A(iu) = Σ_k 2μ_k² w_k/(w_k² + u²) = Σ_k a_k w_k²/(w_k² + u²).   (4)

This function is real and positive, equals α_A at u = 0, and falls steadily with u.

For w ≠ v, partial fractions give

1/[(w² + u²)(v² + u²)] = [1/(w² + u²) − 1/(v² + u²)]/(v² − w²).

Because ∫₀^∞ du/(w² + u²) = π/(2w), the integral of the left side is

(π/2)(1/w − 1/v)/(v² − w²) = π/[2wv(w + v)].

The case w = v follows by continuity. Multiplying by a_k w_k² b_l v_l² and by 3/π reproduces each term of equation (3). Therefore

C_AB = (3/π) ∫₀^∞ α_A(iu) α_B(iu) du.   (5)

Positive excitation energies are essential here. For an atom in an excited state that has a dipole-allowed transition to a lower level, some contributing w are negative. For such a level the integral gives −6μ²ν²/(|w| + v), whereas equation (2) contains 6μ²ν²/(w + v) = 6μ²ν²/(v − |w|), so equation (5) fails without further terms.

**D. The geometric mean is an upper bound**

For any real number t, the integral of a square cannot be negative:

(3/π) ∫₀^∞ [α_A(iu) − t α_B(iu)]² du ≥ 0.

Expanding the square and using equation (5) for each of the three products gives

C_A − 2t C_AB + t² C_B ≥ 0.

The left side is smallest where its derivative with respect to t vanishes, at t = C_AB/C_B. Let D be the value of the integral, including its factor 3/π, at this t. Then

D = C_A − 2C_AB²/C_B + C_AB²/C_B = C_A − C_AB²/C_B ≥ 0.

Multiplication by the positive number C_B gives C_AB² ≤ C_A C_B. This is the Cauchy–Schwarz inequality for the two polarizability functions. Since C_AB is positive, the positive root applies:

C_AB ≤ √(C_A C_B).   (6)

The integral D also measures the gap:

C_AB = √(C_A C_B) √(1 − D/C_A).   (7)

Equality requires D = 0. The integrand is continuous and nonnegative, so α_A(iu) must then equal t α_B(iu) at every u. Conversely, proportional polarizabilities make D zero. The geometric mean is thus right when the two atoms respond with the same frequency profile, whatever their sizes, and too large otherwise.

The proof also holds when the integrals are replaced by sums over a quadrature grid, provided that all three coefficients use the same grid with positive weights. A computed C_AB that violates (6) beyond rounding then points to inconsistent input or a programming error.

**E. The combination rule**

Suppose that each atom has one effective frequency:

α_A(iu) = α_A/(1 + u²/η_A²),  α_B(iu) = α_B/(1 + u²/η_B²).

Each sum in equation (3) now has one term, and

C_AB = (3/2) α_A α_B η_A η_B/(η_A + η_B).   (8)

For the like pair A–A the frequency factor is η_A²/(2η_A) = η_A/2. Hence

C_A = (3/4) α_A² η_A,  η_A = 4C_A/(3α_A²),   (9)

and the same holds for B. To eliminate the frequencies, define

p = (α_B/α_A) C_A = (3/4) α_A α_B η_A,
q = (α_A/α_B) C_B = (3/4) α_A α_B η_B.

Then

2pq/(p + q) = 2 (3/4) α_A α_B η_A η_B/(η_A + η_B),

which is the right side of equation (8). In the product pq the polarizability ratios cancel, so pq = C_A C_B. Substitution of p, q and pq gives equation (1).

The quantity p is the mixed coefficient that would result if both atoms had frequency η_A; q is its counterpart for η_B. The rule is the harmonic mean of p and q, and √(C_A C_B) = √(pq) is their geometric mean. From (√p − √q)² ≥ 0 follows p + q ≥ 2√(pq), so

2pq/(p + q) ≤ √(pq).

The rule therefore respects the bound for any positive input, with equality when p = q, that is, when η_A = η_B.

**F. Error of the rule for atoms with several frequencies**

For an atom with several excitations, equation (9) defines η_A from C_A and α_A. Let p_k = a_k/α_A be the weight of frequency w_k, and let ⟨…⟩ denote an average with these weights. Equation (3) for the pair A–A then gives

η_A = Σ_kl p_k p_l h_kl,  h_kl = 2w_k w_l/(w_k + w_l).   (10)

Thus η_A is an average of harmonic means. Let the partner B have a single frequency x. The full coefficient and the rule are

full = (3/2) α_A α_B x Σ_k p_k w_k/(w_k + x),
rule = (3/2) α_A α_B x η_A/(η_A + x).

For a soft partner, x → 0, expansion to first order in x gives

rule/full ≈ 1 + x(⟨1/w⟩ − 1/η_A).

The bracket is not negative. The average of 1/h_kl = (1/w_k + 1/w_l)/2 over pairs is ⟨1/w⟩, and the reciprocal of an average of positive numbers does not exceed the average of their reciprocals. The rule is then too high if A has at least two distinct frequencies.

For a stiff partner, x → ∞,

rule/full → η_A/⟨w⟩ ≤ 1,

because h_kl ≤ (w_k + w_l)/2. The rule is now too low. In this limit α_B(iu) is constant over the range where α_A(iu) matters, so equation (5) measures ∫₀^∞ α_A(iu) du = (π/2) α_A ⟨w⟩, whereas the single-frequency form gives (π/2) α_A η_A.

For two frequencies in A the change of sign can be located. Write m = ⟨w⟩ and r = p₁w₂ + p₂w₁, so that m + r = w₁ + w₂. Since w/(w + x) = 1 − x/(w + x), the difference rule − full has the sign of

Σ_k p_k/(w_k + x) − 1/(η_A + x) = [(r + x)(η_A + x) − (w₁ + x)(w₂ + x)]/[(w₁ + x)(w₂ + x)(η_A + x)].

In the numerator x² cancels, leaving

η_A r − w₁w₂ − x(m − η_A).

Two identities simplify it. Because h₁₂ = (w₁ + w₂)/2 − (w₁ − w₂)²/[2(w₁ + w₂)], equation (10) gives

m − η_A = p₁p₂(w₁ − w₂)²/(w₁ + w₂).

Direct multiplication, with p₁ + p₂ = 1, gives

mr = w₁w₂ + p₁p₂(w₁ − w₂)² = w₁w₂ + (m − η_A)(m + r).

Therefore η_A r − w₁w₂ = mr − w₁w₂ − (m − η_A)r = (m − η_A)m, and the numerator is

(m − η_A)(m − x).

The rule is too high for x < ⟨w⟩, correct at x = ⟨w⟩, and too low for x > ⟨w⟩. This result belongs to a two-frequency atom with a one-frequency partner. It does not fix the sign of the error for a general pair.

**G. Worked example**

The two model atoms have round parameters. Atom A has polarizability contributions 40 and 10 bohr³ at 0.2 and 1.0 hartree. Atom B has 8 and 2 bohr³ at 0.6 and 2.0 hartree. Thus α_A = 50 bohr³ and α_B = 10 bohr³. In equation (3) the unlike terms of a like pair occur twice, so, in hartree bohr⁶,

C_A = (3/4)·40²·0.2 + (3/4)·10²·1.0 + 3·40·10·(0.2·1.0)/1.2
  = 240 + 75 + 200 = 515.0,

C_B = (3/4)·8²·0.6 + (3/4)·2²·2.0 + 3·8·2·(0.6·2.0)/2.6
  = 28.80 + 6.00 + 22.15 = 56.95.

The four terms of the mixed coefficient, in the order A1B1, A1B2, A2B1, A2B2, are

C_AB = 72.00 + 21.82 + 45.00 + 20.00 = 158.8.

The same coefficient can be obtained without perturbation theory. Each atom is given an s ground state and two threefold degenerate p levels, with dipole strengths μ_k² = a_k w_k/2 for A and the corresponding values for B. The pair then has 7 × 7 = 49 product states. Numerical diagonalization of its Hamiltonian, including V at R = 30 bohr, lowers the ground-state energy by 2.1786 × 10⁻⁷ hartree. Multiplication by R⁶ = 7.29 × 10⁸ bohr⁶ gives 158.8 hartree bohr⁶. This confirms equation (3) for the instantaneous coupling V. With frequencies as high as these, retardation at 30 bohr would already weaken the attraction by about 0.6 percent.

For the rule, p = (10/50)·515.0 = 103.0 and q = (50/10)·56.954 = 284.8. Hence

rule = 2·515.0·56.954/(103.0 + 284.8) = 151.3,
geometric mean = √(515.0·56.954) = 171.3.

Relative to the full coefficient, the rule is 4.7 percent too low and the geometric mean 7.8 percent too high. In eV Å⁶ the full coefficient, the rule and the geometric mean are 94.9, 90.4 and 102.3.

Numerical quadrature of the gap integral, with t = 158.818/56.954 = 2.789, gives D = 72.13 hartree bohr⁶, or D/C_A = 0.1401. Equation (7) then gives 171.3·√(1 − 0.1401) = 158.8 hartree bohr⁶.

To see both signs of the rule's error, B is replaced by a partner with one frequency x. For atom A, ⟨w⟩ = 0.8·0.2 + 0.2·1.0 = 0.36 hartree, and η_A = 4·515/(3·50²) = 0.275 hartree. The ratio rule/full is:

x = 0.05 hartree: 1.019
x = 0.20 hartree: 1.021
x = 1.00 hartree: 0.923
x = 5.00 hartree: 0.812

A numerical root search places the change of sign at 0.360 hartree, the value of ⟨w⟩. For a very stiff partner the ratio tends to η_A/⟨w⟩ = 0.763, an error of −24 percent. Agreement to a few percent for one pair is therefore no guarantee for another. Nor is the rule always closer than the geometric mean: for some spectra with several frequencies it falls further below the full coefficient than the geometric mean lies above it. These error sizes belong to model spectra. For pairs among He, Be, Ne, Mg and Ar, with time-dependent Hartree–Fock polarizabilities, the rule stays within about 1 percent of equation (5).

**H. Use in a program**

For each species, store C and α from the same source or level of theory. For each unlike pair, form p and q and return 2pq/(p + q). The polarizabilities enter as a ratio, so any common unit will do; C_A and C_B must share a unit, which the result inherits. Exchanging A and B must leave the result unchanged, and two identical species must return C_A.

An error in the polarizability ratio s = α_A/α_B is passed on in a known proportion. At fixed C_A and C_B the rule is 2C_A C_B/(p + q), with p = C_A/s and q = sC_B. Differentiation gives

d ln(rule)/d ln s = (p − q)/(p + q).

Its magnitude is below one. In the example it is (103.0 − 284.8)/387.8 = −0.47, so raising s by 1 percent lowers the estimate by about 0.47 percent.

If the polarizabilities are known at imaginary frequencies, equation (5) should be used directly, since it avoids the single-frequency assumption. Neither formula describes overlapping atoms, retardation at large distances or three-body dispersion.
